Fermion Condensate in a Magnetic Field in 2+1 Dimensions

**Problem**

A four-component Dirac fermion of charge −e moves in an infinite plane, in a uniform perpendicular magnetic field B. Its one-particle Hamiltonian is

H = c(α₁π₁ + α₂π₂) + βM,  π = p + eA,  M = mc².

Atomic units are used in the algebra (ħ = m_e = e = 1), with e left visible, and b = |eB|. The field B is external, the fermions do not interact with each other, and temperature and chemical potential are zero. The condensate is C = ⟨ψ̄ψ⟩ = ⟨ψ†βψ⟩, a number per area.

(a) Find the one-loop effective Lagrangian L_eff(M,B) as a proper-time integral.
(b) Obtain C from its mass derivative.
(c) Find the limit of C as M → 0⁺, and say which states produce it.
(d) Evaluate C for a magnetic length ℓ = 1/√b of 100 Å and several masses.

**Hints**

1. The mass enters the Lagrangian density as −Mψ̄ψ. This fixes the sign in (b).
2. α₃ does not appear in H, but it anticommutes with α₁, α₂ and β. What does that say about the spectrum?
3. Square H, and count the states of the lowest level separately.
4. Write the logarithm of the determinant as an integral over e^(−sE²). The level sum is then geometric.
5. Subtract the B = 0 part. Before letting M go to zero, rescale the integration variable so that M leaves the exponential.

**Solution**

*The determinant.* In imaginary time the fermion integral over a duration 𝒯 and an area A is

Z = ∫ exp[−∫ψ†(∂_τ + H)ψ] = Det(∂_τ + H) = exp(𝒯A L_eff).

L_eff is thus minus the vacuum energy per area. Differentiating ln Z with respect to M brings down −∫ψ†βψ, so

C = −∂L_eff/∂M.

Since α₃H = −Hα₃, each state of energy E has a partner of energy −E. At frequency ω the pair contributes (iω + E)(iω − E) = −(ω² + E²), where the factor −1 does not depend on M. Summing over all states counts each pair twice, hence a factor ½:

L_eff = (1/A) ½ ∫dω/(2π) Σ_E ln(ω² + E²).

*The spectrum.* In H² the terms linear in M cancel, because β anticommutes with α₁ and α₂. The rest is

(α₁π₁ + α₂π₂)² = π₁² + π₂² + α₁α₂[π₁,π₂].

Here [π₁,π₂] = −ie(∂₁A₂ − ∂₂A₁) = −ieB and α₁α₂ = iΣ₃, so

H² = M² + c²(π₁² + π₂² + eBΣ₃).

For eB > 0 define a = (π₁ − iπ₂)/√(2b). Then [a,a†] = 2i[π₁,π₂]/(2b) = 1 and π₁² + π₂² = b(2a†a + 1). For eB < 0 the sign of π₂ is reversed in a. The orbital part therefore has the values (2k+1)b with k = 0, 1, 2, …, and the spin part adds ±b:

E_n² = M² + 2nbc²,  n = 0, 1, 2, …

The value n = 0 needs k = 0 and spin part −b. For n ≥ 1 there are two ways: k = n with −b, and k = n − 1 with +b. Each value of Σ₃ belongs to two of the four components. Per orbital state, H² thus has two states at n = 0 and four at each n ≥ 1. Half of them have positive energy, by the pairing above.

The orbital density follows from the gauge A = (0, Bx). A state of wave number k_y is centred at x = −k_y/(eB), and k_y is spaced by 2π/L_y. A strip of width L_x holds L_x b/(2π/L_y) centres, which is b/(2π) per area.

*Proper time.* Since 1/a = ∫₀^∞ ds e^(−sa), integration over a gives ln a = −∫ds s⁻¹ e^(−sa) plus a constant independent of a. That constant is divergent, but it does not depend on M and so has no part in C. A lower limit s = 1/Λ², with Λ an energy, regulates the integral. With ∫dω/(2π) e^(−sω²) = 1/(2√(πs)),

L_eff = −(b/2π) ½ ∫ds s⁻¹ [1/(2√(πs))] e^(−M²s) [2 + 4Σ_{n≥1} e^(−2nbc²s)].

With x = bc²s the level sum is

1 + 2Σ_{n≥1} e^(−2nx) = (1 + e^(−2x))/(1 − e^(−2x)) = coth x,

so the bracket is 2 coth(bc²s) and

L_eff = −[b/(4π^(3/2))] ∫ds s^(−3/2) e^(−M²s) coth(bc²s).

For B → 0, b coth(bc²s) → 1/(c²s). Subtracting this part leaves

ΔL = −[b/(4π^(3/2))] ∫₀^∞ ds s^(−3/2) e^(−M²s) F(bc²s),  F(x) = coth x − 1/x.

Because F(x) ≈ x/3 at small x, the integrand behaves as s^(−1/2) there, and the cutoff can be removed from ΔL. This answers (a).

*The mass derivative.* The derivative of e^(−M²s) is −2Ms e^(−M²s). With C = −∂L_eff/∂M, the field-induced condensate is

ΔC = C(M,B) − C(M,0) = −[bM/(2π^(3/2))] ∫₀^∞ ds s^(−1/2) e^(−M²s) F(bc²s).

Put t = M²s, so that ds = dt/M² and s^(−1/2) = |M| t^(−1/2). The prefactors combine to M|M|/M² = sgn M:

ΔC = −sgn(M) [b/(2π^(3/2))] ∫₀^∞ dt t^(−1/2) e^(−t) F(bc²t/M²).

*The limit.* The derivative F′(x) = 1/x² − 1/sinh²x is positive, because sinh x > x. F therefore rises from 0 at x = 0 to 1 at infinity. The integrand is bounded by the integrable function t^(−1/2)e^(−t), and for each t > 0 it tends to that function as M → 0. By dominated convergence the integral tends to ∫₀^∞ dt t^(−1/2)e^(−t) = √π, so

ΔC → −b/(2π) = −|eB|/(2π)  for M → 0⁺.

The same bound gives |ΔC| < b/(2π) at every nonzero mass.

The zero-field part at fixed cutoff is

C(M,0) = −[M/(2π^(3/2)c²)] ∫_{1/Λ²}^∞ ds s^(−3/2) e^(−M²s).

The integral is less than 2Λ, so |C(M,0)| < |M|Λ/(π^(3/2)c²), which vanishes with M. Keeping the cutoff in the field part moves the lower limit of t to M²/Λ², which also goes to zero. The full regulated condensate therefore has the same limit.

*Which states produce it.* A filled state contributes ⟨β⟩ = ∂E/∂M. For n ≥ 1 the filled states have E = −E_n and contribute −M/E_n each; the cutoff multiplies each such term by erfc(E_n/Λ), because (M/√π)∫_{1/Λ²}^∞ ds s^(−1/2) e^(−sE²) = (M/E) erfc(E/Λ) for E > 0. The sum over n then converges and vanishes with M. For n = 0 the operator α₁π₁ + α₂π₂ has zero square and gives zero on the state, so H reduces to βM. The filled state has energy −|M| and ⟨β⟩ = −sgn M, however small |M| is. With b/(2π) such states per area, the lowest level supplies the whole limit.

The mass decides which of two nearly degenerate states is filled, so M → 0⁻ gives +b/(2π). At M = 0 itself the two states are degenerate, and the value of C depends on how they are filled.

*Numbers.* No material is implied; ℓ is a round value, and c is the vacuum speed of light. Then b = 1/ℓ² = 1.0000 × 10⁻⁴ Å⁻², and

−b/(2π) = −1.5915 × 10⁻⁵ Å⁻² = −4.457 × 10⁻⁶ atomic units.

The energy scale of the levels is w = c√(2b). With ħ restored,

w = √2 × 1973.27 eV Å / 100 Å = 27.906 eV.

Quadrature of the formula for ΔC gives:

M = 30 eV: ΔC = −0.1104 × 10⁻⁵ Å⁻², 0.0694 of the limit
M = 10 eV: ΔC = −0.5607 × 10⁻⁵ Å⁻², 0.3523 of the limit
M = 1 eV: ΔC = −1.4330 × 10⁻⁵ Å⁻², 0.9004 of the limit
M = 0.01 eV: ΔC = −1.5899 × 10⁻⁵ Å⁻², 0.9990 of the limit

The mass derivative can be checked at 1 eV from ΔL at 0.9 and 1.1 eV:

−[−1.681270631 − (−1.709930320)] × 10⁻⁴ eV Å⁻² / (0.2 eV) = −1.43298 × 10⁻⁵ Å⁻².

The integral for ΔC gives −1.43296 × 10⁻⁵ Å⁻². The numerical check also diagonalizes H in a finite set of Landau states and compares the regulated sum over filled states, less its zero-field value, with the proper-time integral at the same cutoff.

**Variation 1: how is the limit approached?**

*Find the first corrections in u = M/w for M > 0, and the behaviour for heavy fermions.*

Let R = ΔC/(−b/2π). From the integral over s,

R = (M/√π) ∫₀^∞ ds s^(−1/2) e^(−M²s) [coth(bc²s) − 1/(bc²s)].

Multiply the integrand by s^δ. For δ > ½ the two terms can be integrated separately, and the results are then continued to δ = 0, where the whole integral is finite. The first term gives

Γ(½+δ) [M^(−1−2δ) + 2Σ_{n≥1} (M² + nw²)^(−1/2−δ)],

and the second gives −Γ(δ−½) M^(1−2δ)/(bc²). The sum is w^(−1−2δ) ζ(½+δ, 1+u²), where ζ(s,a) is the continuation of Σ_{n≥0}(n+a)^(−s). At δ = 0, Γ(½) = √π, Γ(−½) = −2√π and bc² = w²/2, so

R = 1 + 2u ζ(½, 1+u²) + 4u².

Since ζ(½, 1+u²) = ζ(½) + O(u²),

R = 1 + 2ζ(½)u + 4u² + O(u³),  ζ(½) = −1.460355.

The correction is linear in the mass. At M = 1 eV, u = 1/27.906 = 0.03583 and

R ≈ 1 − 0.10466 + 0.00514 = 0.9005,

against 0.9004 from quadrature. At 30 eV, where u > 1, the truncated series gives 2.48 instead of 0.069 and is useless.

For M ≫ w, F(x) ≈ x/3 may be used throughout:

R ≈ (1/√π) [bc²/(3M²)] Γ(3/2) = bc²/(6M²) = 1/(12u²).

At 30 eV this gives 0.072, about 4% above the quadrature value, although u is there only slightly above 1.

**Variation 2: what if the temperature is not zero?**

*Let T be the temperature in energy units, with the chemical potential still zero. Does the limit M → 0⁺ survive?*

The two n = 0 states have energies ±M and ⟨β⟩ = ±1. With the Fermi function f(E) = 1/(e^(E/T) + 1), they contribute

(b/2π)[f(M) − f(−M)] = −(b/2π) tanh(M/2T).

Each level n ≥ 1 contributes −(b/2π)(2M/E_n) tanh(E_n/2T), and at fixed cutoff the sum of these terms vanishes with M. If T → 0 first, the limit is −b/(2π). If M → 0 first at fixed T > 0, it is zero, because both n = 0 states become half filled.

In the numbers below each state's filling times ⟨β⟩ carries the zero-temperature weight erfc(|E|/Λ); at T > 0 this is a choice of regulator, and the small difference between the finite-temperature value and −tanh(M/2T) depends on it and on Λ. For M = 10⁻⁴ eV and a cutoff Λ = 111.6 eV, the full condensate in units of b/(2π) is −1.00002 at zero temperature. At T = 0.1 eV it is −5.23 × 10⁻⁴, of which the lowest level gives −tanh(5 × 10⁻⁴) = −5.00 × 10⁻⁴.

The zero-temperature value lies slightly beyond −1 without breaking the bound on ΔC, because it includes the zero-field part. To leading order in M/Λ that part is −MΛ/(π^(3/2)c²). With 1/c² = 2b/w² this is −4MΛ/(√π w²) = −3.2 × 10⁻⁵ in units of b/(2π). The linear term of Variation 1 adds −2ζ(½)M/w = +1.0 × 10⁻⁵, and the sum, −2.2 × 10⁻⁵, accounts for the excess.

Table of computed values

```
magnetic length = 100.0 angstrom
b = |eB|/hbar = 1.0000e-04 angstrom^-2
hbar c = 1973.270 eV angstrom
Landau energy w = 27.9062 eV
limit -b/(2 pi) = -1.591549e-05 angstrom^-2
limit -b/(2 pi) = -4.456792e-06 bohr^-2 (atomic units)
zeta(1/2) = -1.460355
field-induced condensate; ratio to limit; small-mass estimate of ratio
M = 30.00 eV: -1.103803e-06 angstrom^-2; 0.069354; 2.482897
M = 10.00 eV: -5.606661e-06 angstrom^-2; 0.352277; 0.467023
M =  3.00 eV: -1.160258e-05 angstrom^-2; 0.729012; 0.732243
M =  1.00 eV: -1.432959e-05 angstrom^-2; 0.900355; 0.900475
M =  0.10 eV: -1.574974e-05 angstrom^-2; 0.989585; 0.989585
M =  0.01 eV: -1.589885e-05 angstrom^-2; 0.998954; 0.998954
Delta L at M = 0.9 eV: -1.709930320e-04 eV angstrom^-2
Delta L at M = 1.0 eV: -1.695525076e-04 eV angstrom^-2
Delta L at M = 1.1 eV: -1.681270631e-04 eV angstrom^-2
-(difference)/(0.2 eV) = -1.432984e-05 angstrom^-2
proper-time condensate at 1 eV = -1.432959e-05 angstrom^-2
order of limits: M = 1.0e-04 eV, kT = 0.10 eV
cutoff Lambda = 111.625 eV
full condensate/(b/2pi), zero temperature = -1.000022
full condensate/(b/2pi), at kT = -5.228884e-04
lowest level alone, -tanh(M/2kT) = -5.000000e-04
test mass M/w = 0.30, cutoff Lambda/w = 4.0
sea sum minus free sea, in b/2pi = -0.41526169
proper-time integral, in b/2pi = -0.41526169
same sea difference for -M, in b/2pi = 0.41526169
torus: flux quanta = 4, lowest-level states = 4
```
